# Tracing a sixth-order Landau hysteresis loop from its quintic roots

## What a root finder alone gets wrong

Consider a ferroelectric film that was saturated by a large positive field and now sits at $E=-0.5$ MV/cm. For the film treated below, the equilibrium equation has three real roots: $P=-21.10$, $4.24$ and $18.51$ uC/cm2. A code that selects the root of lowest energy returns $-21.10$. The film is at $18.51$, because nothing has yet pushed it over the barrier. Choosing the lowest energy at every field removes the hysteresis.

Newton iteration started from the previous polarization has another fault. Just past the field where the occupied branch ends, the nearby root is gone and the derivative of the equation is close to zero there. The Newton step can then be arbitrarily large, and the iteration may end on any remaining root, including a maximum, or wander for many steps without converging. Computing all roots as matrix eigenvalues and keeping the "real" ones requires deciding which computed eigenvalues count as real, by a threshold on the imaginary part or by the solver's own rounding, and that decision is delicate at that same field.

All three faults are cured by recording which monotone piece of the equilibrium curve the film occupies.

## Energy, equilibria and curvature

We assume a uniform polarization $P$ along one axis, no thermal activation, and a field that changes slowly compared with relaxation. The free energy density is

$$G(P;E)=\frac a2P^2+\frac b4P^4+\frac c6P^6-EP,\qquad c>0 .$$

With $P$ in uC/cm2 and $E$ in MV/cm, $G$ is in J/cm3, since $10^{6}\,\mathrm{V/cm}\times10^{-6}\,\mathrm{C/cm^2}=1\,\mathrm{J/cm^3}$. Differentiating at fixed $E$ gives

$$G'=F(P)-E,\qquad F(P)=aP+bP^3+cP^5,$$
$$G''=F'(P)=a+3bP^2+5cP^4 .$$

Equilibria solve $F(P)=E$. Positive curvature $G''$ marks a minimum, negative curvature a maximum, which is unstable. The lowest minimum is called stable and the others metastable. Curvature therefore tells whether a state can be held, but not whether it is occupied.

## Finding every real root

The turning points of $F$ satisfy $F'=0$. With $x=P^2$ this is $5cx^2+3bx+a=0$, so

$$x=\frac{-3b\pm\sqrt D}{10c},\qquad D=9b^2-20ac .$$

Each positive $x$ gives two turning points, $\pm\sqrt x$. If $D=0$, a positive double root is an inflection with horizontal tangent, where $F'$ keeps its sign; it is not counted. There are thus 0, 2 or 4 turning points.

When $|ac|\ll b^2$, one of the two numerators subtracts nearly equal numbers. To avoid this, compute

$$q=-\tfrac12\left(3b+\operatorname{sgn}(b)\sqrt D\right),\qquad x_1=\frac{q}{5c},\qquad x_2=\frac aq ,$$

with $\operatorname{sgn}(0)=1$. The terms in $q$ have equal sign, and the second formula follows from the product of the roots, $x_1x_2=a/(5c)$.

The turning points cut the $P$ axis into pieces on which $F$ is monotone. A monotone function takes each value at most once, so each piece holds at most one root. Because $F'\to+\infty$ for large $|P|$, the outermost pieces rise; rising and falling pieces alternate between them. Roots on rising pieces are minima and roots on falling pieces are maxima.

The outermost pieces need finite ends. Define

$$m=\max\left(|b/c|^{1/2},\ |a/c|^{1/4},\ |E/c|^{1/5}\right)$$

and let $r=|P|/m\ge2$. Then $|b/c|\le m^2$, $|a/c|\le m^4$ and $|E/c|\le m^5$, so

$$\left|\frac bcP^3+\frac acP-\frac Ec\right|\le m^5(r^3+r+1).$$

Since $r\le r^3/4$ and $1\le r^3/8$, the bracket is at most $1.375\,r^3$, while $r^5\ge4r^3$. The fifth-power term cannot be cancelled, and no root has $|P|\ge2m$. The turning points also lie inside, because $5r^4>3r^2+1$ for $r\ge2$. A bracketing solver applied to each piece whose end values of $F-E$ differ in sign therefore finds all the roots, apart from rounding at a tangency.

This was tested on 200 random quintics with $c=1$, $a$ between $-0.50$ and $0.59$, $b$ between $-2.00$ and $0.99$, and $|E|<0.15$. The number of roots agreed each time with an exact Sturm count in rational arithmetic; cases with 1, 3 and 5 roots all occurred.

## Following a branch and leaving it

A rising piece is a branch of minima. Its end fields, the values of $F$ at its turning points, are its spinodal fields. Within them the state moves continuously with $E$ and stays on the same piece.

To see where it goes afterwards, use overdamped motion at fixed field,

$$\frac{dP}{d\tau}=-G'=E-F(P),\qquad \frac{dG}{d\tau}=G'\frac{dP}{d\tau}=-(F-E)^2\le0 .$$

Suppose $E$ falls just below the lower end of a branch at $P_s$. There $F$ has a local minimum, so $F-E>0$ around $P_s$ and $P$ decreases. It continues until $F-E$ first vanishes. Above that root $F-E$ is positive, and away from tangency it is negative below, so $F'>0$: the root is a minimum. The flow cannot cross it. The state thus stops at the first minimum downhill, which need not be the lowest one. A rising field gives the mirror image.

The procedure for each new field is:

1. Compare the new field with the end of the occupied piece in the sweep direction.
2. If the end has been passed, record the spinodal point $(E_s,P_s)$. Move to the next rising piece in that direction that has a root at $E_s$, and record that root at the same field.
3. Repeat steps 1 and 2 until the new field lies within the occupied piece.
4. Solve $F=E$ on that piece.

The repetition matters when one large field step passes two spinodals. The start must be a field with a single equilibrium, so that the initial branch is unambiguous.

As an independent test, the flow equation was integrated for all five coefficient sets used below. The field was cycled between $\pm3$ MV/cm in steps of 0.15 MV/cm, with a relaxation time $\tau=5000$ (uC/cm2)/(MV/cm) after each step. The final polarizations agreed with the branch tracer within $10^{-4}$ uC/cm2 at every field.

## Error near a spinodal

Suppose the solver, or rounding, leaves a residual $\rho$ in $F(P)-E$. On a regular part of a branch, linearization gives

$$|\Delta P|\simeq\frac{|\rho|}{F'(P)} .$$

This fails where $F'\to0$. Take the lower end of the upper branch, write $P=P_s+p$ and $E=E_s+\delta$ with $\delta>0$, and expand:

$$F(P)\simeq E_s+\tfrac12\kappa p^2,\qquad \kappa=|F''(P_s)|=|6bP_s+20cP_s^3| .$$

There is no linear term, because $F'(P_s)=0$. Setting $F=E$ gives

$$p=\pm p_0,\qquad p_0=\sqrt{2\delta/\kappa}.$$

The plus sign is the minimum and the minus sign the maximum; they merge at $\delta=0$. A residual $\rho$ at the merger therefore shifts a root by about $\sqrt{2|\rho|/\kappa}$, or turns the pair complex with imaginary parts of that size.

For the first film below, $\kappa=0.0294$ (MV/cm)/(uC/cm2)$^2$. A residual of $10^{-12}$ MV/cm then moves the merged root by $\sqrt{2\times10^{-12}/0.0294}\approx8\times10^{-6}$ uC/cm2. At the metastable root of the opening example, where $G''=0.276$, the same residual moves $P$ by only $4\times10^{-12}$ uC/cm2. This loss of digits is why a threshold on imaginary parts is delicate.

The spinodal field itself is well conditioned. An error $\epsilon$ in $P_s$ changes $F(P_s)$ by only $\kappa\epsilon^2/2$ to leading order. Computing the turning point first thus gives the field accurately, with no search and no threshold. A search for the field at which two roots merge can be accurate too: a threshold $\theta$ on the imaginary part shifts that field by only about $\kappa\theta^2/2$. It is the polarization near the merger that loses digits.

Errors in the coefficients enter at first order. Let $E_c=-F(P_s)>0$ be the size of the switching field at the lower end of the upper branch. Although $P_s$ changes with the coefficients, that change does not contribute at first order, since $F'(P_s)=0$. Hence

$$dE_c=-P_s\,da-P_s^3\,db-P_s^5\,dc .$$

This formula will also be used to estimate the effect of an interfacial layer.

## Barrier and loop area

The same expansion gives the barrier that protects the metastable state. Near the spinodal $G'\simeq\kappa p^2/2-\delta$, and the barrier is the energy at $-p_0$ minus that at $+p_0$:

$$\Delta G=-\int_{-p_0}^{p_0}\left(\tfrac12\kappa p^2-\delta\right)dp
=2\delta p_0-\tfrac13\kappa p_0^3 .$$

With $\kappa p_0^2=2\delta$, the last term is $\tfrac23\delta p_0$, so

$$\Delta G\simeq\frac43\,\delta p_0=\frac43\sqrt{\frac2\kappa}\;\delta^{3/2}.$$

For the first film, at a distance $\delta=10^{-4}E_c$, this agrees with the energy difference of the two computed roots within 1%.

The energy dissipated per cycle is $W=\oint E\,dP$. Since $\oint d(EP)=0$, also $W=-\oint P\,dE$. Along a branch $G'=0$, so $dG=-P\,dE$. Integrating over the continuous parts gives their total change of $G$, which is $-\oint P\,dE=W$, because jumps at fixed field add nothing to $\int P\,dE$. After a full cycle $G$ returns to its start, so the jumps must remove the same amount:

$$W=\sum_{\rm jumps}\left[G(P_{\rm before};E_s)-G(P_{\rm after};E_s)\right].$$

This expression needs no field grid. A trapezoidal area does, and its error is governed by the square root at the spinodal. On a last interval of length $\eta$, the exact integral of $\sqrt{2\delta/\kappa}$ is $\tfrac23\sqrt{2/\kappa}\,\eta^{3/2}$, and the trapezoid gives $\tfrac12\sqrt{2/\kappa}\,\eta^{3/2}$. The deficit is

$$\tfrac16\sqrt{2/\kappa}\;\eta^{3/2}.$$

With grid spacing $h$, the interval $j$ steps away has an error proportional to $h^3(jh)^{-3/2}=h^{3/2}j^{-3/2}$, from the second derivative of the square root. The sum over $j$ converges, so the total error is of order $h^{3/2}$ instead of the usual $h^2$. Its prefactor depends on $\eta/h$, that is, on where the spinodal falls between grid points, so halving $h$ does not reduce the error by a fixed factor.

If the spinodal points were not inserted, a jump $\Delta P$ would be drawn as a sloping line across one field step. That would cause an area error of up to about $h|\Delta P|/2$, which is first order in $h$.

## Worked example: a single loop

Take a 10 nm film with the round coefficients $a=-0.12$, $b=10^{-4}$ and $c=5\times10^{-7}$ in the units above. At zero field a nonzero root obeys $a+bx+cx^2=0$. The value $x=400$ gives $-0.12+0.04+0.08=0$, so the remanent polarization is 20 uC/cm2.

For the turning point,

$$D=9\times10^{-8}+1.2\times10^{-6}=1.29\times10^{-6},$$
$$x=\frac{-3\times10^{-4}+1.1358\times10^{-3}}{5\times10^{-6}}=167.2,$$

so $P_s=12.93$ uC/cm2. The end field is

$$F(P_s)=12.93\,(-0.12+0.01672+0.01397)=-1.155\ \mathrm{MV/cm},$$

or 1.155 V in size across the film. There the polarization jumps from $12.93$ to $-22.24$ uC/cm2.

At $E=-0.5$ MV/cm the three equilibria are:

| $P$ | $G''$ | $G$ | kind |
|---:|---:|---:|---|
| −21.10 | 0.509 | −24.95 | stable |
| 4.24 | −0.114 | 1.05 | unstable |
| 18.51 | 0.276 | −5.02 | metastable |

The metastable state lies about 20 J/cm3 above the stable one, yet it is protected by a barrier of $1.05+5.02=6.07$ J/cm3.

At the spinodal, inserting the two polarizations into $G$ gives $5.99$ J/cm3 before the jump and $-39.16$ J/cm3 after it. The drop is 45.15 J/cm3, and two jumps dissipate about 90.3 J/cm3 per cycle, or 90.3 uJ/cm2 for the 10 nm thickness. The trapezoidal area with $h=0.005$ MV/cm is 90.291 J/cm3, against 90.292 from the jumps. The last-interval deficit is at most $\tfrac16(8.25)(0.005)^{3/2}\approx5\times10^{-4}$ J/cm3 per jump, so the difference has the expected sign and size.

## When the nonpolar state interrupts the loop

For $a>0$ and $b<0$ there can be three minima. Scale the polarization by $P=\sqrt{|b|/c}\,u$ and define $t=ac/b^2$. Each term of $F$ then has the common factor $(b^2/c)\sqrt{|b|/c}$, leaving

$$f(u)=tu-u^3+u^5,\qquad u_\pm^2=\frac{3\pm\sqrt{9-20t}}{10}.$$

For $0<t<9/20$, the nonpolar branch lies between $-u_-$ and $u_-$ and ends at fields $\pm f_n$, where $f_n=f(u_-)>0$. The positive polar branch begins at $u_+$ with field $f_p=f(u_+)$. Because $f$ falls between $u_-$ and $u_+$, $f_p<f_n$. For $t\ge9/20$ there are no turning points and no hysteresis.

**Remanence.** The polar branch survives to zero field if $f_p<0$. At the limit, $f=0$ and $f'=0$ hold together:

$$t-u^2+u^4=0,\qquad t-3u^2+5u^4=0 .$$

Subtracting gives $4u^4=2u^2$, so $u^2=1/2$ and $t=1/4$. Since $df_p/dt=u_+>0$, remanence exists below $1/4$ and not above.

**Skipping.** A state leaving the positive polar branch under falling field stops at the nonpolar branch if that branch still exists, that is, if $f_p>-f_n$. The limit is $f_p+f_n=0$. Let $w=u_+u_-$. The quadratic for $u^2$ gives $u_+^2+u_-^2=3/5$ and $w^2=t/5$. Dividing the sum by $u_++u_-$ gives

$$t-\left(\tfrac35-w\right)+\left[(u_+^4+u_-^4)-w(u_+^2+u_-^2)+w^2\right]=0 .$$

Now insert $u_+^4+u_-^4=9/25-2w^2$ and $t=5w^2$:

$$4w^2+\tfrac25w-\tfrac6{25}=0 .$$

The positive root is $w=1/5$, hence $t=1/5$. The sum $f_p+f_n$ has derivative $u_++u_->0$ with respect to $t$, so the nonpolar state is skipped below $1/5$ and visited above. At equality the destination is marginal, and rounding can decide it.

**Equal energies.** At zero field the polar and nonpolar minima have equal energy when $t/2-u^2/4+u^4/6=0$ together with $t-u^2+u^4=0$. Doubling the first and subtracting it from the second gives $u^2=3/4$, so $t=3/16$. This is the equilibrium first-order transition. The traced loop does not change type there, because it responds to the loss of minima and not to their order in energy.

Now fix $b=-1.2\times10^{-3}$, $c=1.5\times10^{-6}$ and the sweep limits $\pm3$ MV/cm, and vary only $a$. The jump fields are those met while $E$ falls:

| $a$ | $t$ | $P$ at $E=0$ | jump fields | $W$ |
|---:|---:|---:|---|---:|
| 0.144 | 0.150 | 25.6 | −1.96 | 198 |
| 0.216 | 0.225 | 22.9 | −0.48, −1.17 | 71.3 |
| 0.300 | 0.313 | 0 | 1.18, −1.95 | 24.1 |
| 0.480 | 0.500 | 0 | none | 0 |

The third row is a double loop: the film leaves the polar state while the field is still positive, and enters the opposite polar state at $-1.95$ MV/cm. If $a$ rises with temperature while $b$ and $c$ stay fixed, going down the table corresponds to heating.

The second row has five equilibria at $E=0.2$ MV/cm. Its minima are at $P=-22.4$, $0.93$ and $23.4$ uC/cm2, with energies 14.7, $-0.09$ and 5.6 J/cm3. The full loop visits the two outer minima at this field, one in each sweep direction, but not the stable central one. To reach the latter, lower the field from saturation to, say, $-0.8$ MV/cm, where the film is on the nonpolar branch, and then raise it to $0.2$ MV/cm. That branch persists up to $1.17$ MV/cm.

## Comparison with real films

The first coefficient set lies in the regime of hafnium zirconium oxide films about 10 nm thick, for which a remanence of 10–25 uC/cm2, a coercive field near 1 MV/cm and a permittivity near 30 are rough typical values. The model's relative permittivity at remanence is 29. Its spinodal has, however, been placed at the size of a measured coercive field. Real films break the assumption of uniform switching: they reverse by nucleation and domain growth, so these are effective coefficients, not intrinsic ones. In the second family, the film with $a=0.300$ has a double loop like that of zirconium-rich films with a field-induced polar phase. The likeness is qualitative: the coefficients are not fitted to such a film, and the model does not describe two antiparallel sublattices. The 3 MV/cm sweep is 0.75 of a rough 4 MV/cm breakdown field, which leaves little margin for repeated cycling.

Thermal escape can be estimated by letting a volume $V$ switch as a unit when $V\Delta G=k_BT\ln(t_h/t_0)$. Take a hold time $t_h=1$ ms, an attempt time $t_0=1$ ps and $T=300$ K. A 10 nm cube of the first film then escapes at 1.12 MV/cm, 3% below the spinodal. A 3 nm cube escapes at 0.73 MV/cm, 37% below. The estimate omits wall energy and the coupling to surrounding material, so it shows the sensitivity to volume and does not predict a coercive field.

An interfacial layer of thickness $d_i=0.5$ nm and permittivity $\varepsilon_i=30$ carries a field of about $P/(\varepsilon_0\varepsilon_i)$. Referred to the film thickness $d$, this raises $a$ by $d_i/(d\,\varepsilon_0\varepsilon_i)=0.0188$. The coefficient formula predicts a reduction of the switching field by $12.93\times0.0188=0.24$ MV/cm, to 0.91; the full calculation gives 0.92 MV/cm, with the remanence reduced to 19.0 uC/cm2. This holds for an ideal insulating layer without charge. At that remanence the layer field would be about 7 MV/cm (about 9 MV/cm at the sweep limit), well above the rough breakdown field used here for the film, so in a real film leakage and trapped charge may compensate part of the polarization and change the shift.

Heating from 300 K, where the coefficients are taken to apply, to 358 K lowers the switching field to 0.94 MV/cm if $a$ is linear in temperature and vanishes at an assumed 700 K. A grain tilted by $45^\circ$ feels only the projected field and needs 1.63 MV/cm. The neglected vacuum displacement is 0.27 uC/cm2 at the sweep limit, about 1% of the remanence. These shifts far exceed the numerical errors derived above: the tracer resolves the model's loop much more finely than the model describes a film. The remaining digits are in the numerical output.

## Computed results

```
Units: P uC/cm2, E MV/cm, G J/cm3, G'' (MV/cm)/(uC/cm2)
HZO-like a, b, c: -0.120, 1.00e-04, 5.00e-07
Sweep limit 3.0 MV/cm, film 10 nm
Remanent P: 20.000 uC/cm2
G'' at remanence 0.400, rel. permittivity 29.2
Spinodal P_s: 12.929 uC/cm2, P_s^2: 167.16
Spinodal field: 1.1547 MV/cm = 1.1547 V on film
HZO-like equilibria at E = -0.5 MV/cm:
  P  -21.103  G''   0.5094  G  -24.953  stable
  P    4.236  G''  -0.1138  G    1.050  unstable
  P   18.512  G''   0.2764  G   -5.016  metastable
HZO-like jump at -1.1547 MV/cm: P 12.929 -> -22.245
HZO-like loss: jumps 90.292, area 90.291 J/cm3
kappa at spinodal: 0.02937 (MV/cm)/(uC/cm2)^2
t limits: skip 0.20000, remanence 0.25000
t limits: equal energy 0.18750, no loop 0.45000
Zr-rich type b, c: -1.20e-03, 1.50e-06
a 0.144: t 0.1500, P(E=0) 25.554 uC/cm2, 2 jumps, loss 198.435 J/cm3
  falling E: -1.9639 MV/cm, P 20.880 -> -27.113
a 0.216: t 0.2250, P(E=0) 22.945 uC/cm2, 4 jumps, loss 71.275 J/cm3
  falling E: -0.4829 MV/cm, P 20.241 -> -2.303
  falling E: -1.1659 MV/cm, P -8.384 -> -24.848
a 0.300: t 0.3125, P(E=0) 0.000 uC/cm2, 4 jumps, loss 24.054 J/cm3
  falling E: 1.1799 MV/cm, P 19.305 -> 4.229
  falling E: -1.9527 MV/cm, P -10.360 -> -22.997
a 0.480: t 0.5000, P(E=0) 0.000 uC/cm2, 0 jumps, loss 0.000 J/cm3
Equilibria for a = 0.216 at E = 0.2 MV/cm:
  P  -22.365  G''   0.2917  G   14.722  metastable
  P  -17.559  G''  -0.1810  G   15.619  unstable
  P    0.930  G''   0.2129  G   -0.093  stable
  P   15.599  G''  -0.2159  G    8.999  unstable
  P   23.395  G''   0.4923  G    5.553  metastable
Sweep limit / rough breakdown field 4 MV/cm: 0.75
Zero-field barrier: 14.667 J/cm3
Hold 1e-03 s, attempt 1e-12 s, ln ratio 20.72
Cube 3 nm, 300 K: barrier 2.47 eV, escape at 0.725 MV/cm
Cube 10 nm, 300 K: barrier 91.54 eV, escape at 1.115 MV/cm
Layer 0.5 nm, permittivity 30: a rises by 0.0188
  with layer: P_r 19.00 uC/cm2, spinodal 0.918 MV/cm
Vacuum displacement at sweep limit: 0.266 uC/cm2
Spinodal field for a grain tilted 45 deg: 1.633 MV/cm
Assumed T0 700 K: spinodal at 358 K 0.935 MV/cm
```
